Why a ramified deposit advances at the anion drift speed

**The situation**

A thin horizontal cell holds a dilute silver salt between two silver electrodes. A constant current dissolves silver at the anode and deposits it at the cathode. The solution at the cathode loses its salt, and after some seconds thin metal branches can grow towards the anode. In Chazalviel's model the front of these branches moves at the drift speed of the anions, although the anions take no part in the reaction. The cations build the metal, yet their mobility does not appear in the speed once the bulk field is given.

The reason has two parts. Anion conservation allows one steady speed. A growth response that strengthens with the field at the deposit can bring the front to that speed. The first part is a balance; the second is a physical assumption, because a one-dimensional theory does not derive branching.

**Conventions**

Let x run from cathode to anode. The field points towards the cathode and has size E. The salt has singly charged ions, concentrations C_c and C_a, and constant mobilities μ_c and μ_a. Diffusion coefficients follow Einstein's relation, D_i = μ_i kT/e. Without liquid flow, the fluxes counted positive along +x are

N_a = μ_a E C_a − D_a ∂C_a/∂x

N_c = −μ_c E C_c − D_c ∂C_c/∂x

Far ahead of the front the salt is uniform and neutral, with concentration C₀ and field E₀. Cations moving towards the cathode and anions moving away from it carry current in the same sense, so the current density is

J = F C₀(μ_a + μ_c)E₀

where F is Faraday's constant. With the anion share t_a = μ_a/(μ_a + μ_c), this gives μ_a E₀ = t_a J/(F C₀). At fixed J and C₀, E₀ is therefore constant.

**The anion balance**

Follow the front at speed v with the coordinate ξ = x − vt. The flux through a plane moving with the front is N_a − vC_a, and conservation reads

∂C_a/∂t = −∂(N_a − vC_a)/∂ξ

Ahead of the front this relative flux is (μ_a E₀ − v)C₀. Behind it, the branches are nearly at one potential and screen the field, so any salt left between them is at rest. If its mean concentration is rC₀, the relative flux there is −v r C₀.

Let S be the anion deficit per unit area, the integral of C₀ − C_a from the deposit to a plane far ahead. Integrating the conservation law gives

dS/dt = (relative flux ahead) − (relative flux at the deposit)

= (μ_a E₀ − v)C₀ + v r C₀

= C₀[μ_a E₀ − (1 − r)v]

In a steady state S is constant, hence

v = μ_a E₀/(1 − r)

and for a deposit that leaves no salt behind

v = μ_a E₀ = t_a J/(F C₀)

The anions ahead retreat at μ_a E₀, and the front occupies the space they vacate. For a branched front the fluxes are averages over the cross-section. If v fluctuates while S stays bounded, the same result holds for the long-time average of v at constant r.

Two assumptions are essential: the anions neither react nor enter the metal, and no net liquid flow crosses the cell. If liquid moves with mean velocity u along +x through both planes, u is added to the ion velocity on each side. The balance becomes (μ_a E₀ + u − v)C₀ = (u − v)rC₀, so

v = u + μ_a E₀/(1 − r)

**The depleted zone**

The balance fixes v without fixing how much salt is missing. To see this, take the neutral zone, where C_c = C_a = C. The two conservation laws in the laboratory frame are

∂C/∂t = −μ_a ∂(EC)/∂x + D_a ∂²C/∂x²

∂C/∂t = +μ_c ∂(EC)/∂x + D_c ∂²C/∂x²

Multiply the first by μ_c and the second by μ_a and add. The field terms cancel, leaving ordinary diffusion with

D = (μ_c D_a + μ_a D_c)/(μ_a + μ_c) = 2D_a D_c/(D_a + D_c)

The last form uses Einstein's relation. In the moving frame a steady profile obeys D C″ + vC′ = 0, where a prime means d/dξ. The solution that tends to C₀ is

C = C₀[1 − A exp(−vξ/D)]

The depletion therefore reaches a distance D/v ahead. For a front locked by its growth response, that response sets the amplitude A. If the speed were instead imposed at the value required by the balance, A would depend on the history.

To confirm that A drops out of the speed, eliminate the field from the anion flux. The current in the neutral zone is J/F = (μ_a + μ_c)EC + (D_c − D_a)C′, so

N_a = t_a J/F − [D_a + t_a(D_c − D_a)]C′ = t_a J/F − DC′

Take first a neutral zone that reaches the deposit, so that A is at most 1. At ξ = 0, DC′ = vAC₀ and C = C₀(1 − A). For r = 0 the relative anion flux must vanish:

t_a J/F − vAC₀ − v(1 − A)C₀ = t_a J/F − vC₀ = 0

The two terms in A cancel, and the same speed follows. If a gap separates the deposit from the neutral zone, the same cancellation holds at any plane within the neutral zone, with A replaced by A exp(−vξ/D).

Before branches appear the cathode is static. No anions cross it, so DC′ = t_a J/F = μ_a E₀C₀ at its surface. This is diffusion with constant extraction q = μ_a E₀C₀. Extraction during ds at time s lowers the surface concentration at time t by q ds/√[πD(t − s)]; integration over s gives

C(0,t) = C₀ − 2μ_a E₀C₀ √[t/(πD)]

The surface concentration reaches zero at the Sand time

τ = πD/[4(μ_a E₀)²]

Near this time neutrality fails at the cathode and a space charge of cations forms.

**What brings the front to this speed**

Suppose first that the front is too slow and r = 0. Once the salt at the deposit is exhausted, the deficit consists of an empty gap of width w and a neutral zone of settled shape beyond it. Thus S = C₀w + constant, and the balance gives

dw/dt = μ_a E₀ − v

The gap contains cations without anions. Their charge makes the field at the deposit, E_s, rise as the gap widens.

Now suppose that the front is too fast. It overtakes anions and S falls, so salt accumulates ahead of it. At late times write C = C₀ + a t exp(−vξ/D) plus terms that do not grow. The exponential is the shape that satisfies D C″ + vC′ = 0 at leading order in t. Its integral is atD/v, while the balance requires an excess of C₀(v − μ_a E₀)t. Therefore

a = C₀(v − μ_a E₀)v/D

The richer solution conducts better, and at fixed v the field near the deposit falls with time. It does not fall to zero. At late times C′ ≈ −(v/D)C, so the current relation gives E ≈ J/[F(μ_a + μ_c)C] + (D_c − D_a)v/[D(μ_a + μ_c)]. The first term decays and the second remains. It is negative when the anion diffuses faster and positive when the cation does; for μ_c/μ_a = 3 and v = 4μ_a E₀ it is 1.33E₀.

If the front speed is an increasing function g(E_s), these changes oppose the error. For slow changes in the gap, dw/dt = μ_a E₀ − g(E_s(w)). A small departure δw from the steady width obeys

d(δw)/dt = −g′(E_s)(dE_s/dw)δw

Both derivatives are positive, so the departure decays. The growth response sets the field and gap needed at the deposit, while the anion balance sets the final speed. If the response does not rise with the field, this argument gives no locking. The response must also equal μ_a E₀ at some field that the deposit can reach. If it saturates below this speed, the gap keeps widening; if it stays above this speed even at the lowest attainable field, salt keeps accumulating.

A numerical solution of the ion and Poisson equations shows the same behaviour without assuming a steady state. It used finite volumes, an implicit time integrator and a plane front that absorbs cations. Fields are in units of E₀, speeds in units of μ_a E₀, lengths in units of D_a/(μ_a E₀), and times in units of D_a/(μ_a E₀)². The mobility ratio μ_c/μ_a was 0.84. The Poisson parameter, twice the squared ratio of the Debye length to the length unit, was 10⁻³. This is far above the 6.4×10⁻¹⁰ of the worked case below, and at a given gap width the field scales nearly as the inverse square root of this parameter. The solution began uniform, and the front speed followed from the field at the deposit.

- With v = 0.01E_s, the speed began at 0.01 and ended at 1.000, with E_s = 100.
- With v = 0.05E_s, it began at 0.05 and ended at 1.000, with E_s = 20.
- With v = E_s²/900, it began at 0.0011 and ended at 1.000, with E_s = 30.

Raising μ_c/μ_a to 3 in the second case, at fixed bulk field, left the final speed at 1.000. With v = 0.625E_s and 20 % of the salt left behind, the speed ended at 1.250, which is 1/(1 − 0.2).

Two further runs held the speed fixed to remove the feedback. At v = 0.7 the gap widened at 0.30, as the balance requires, and the field at the deposit rose from about 150 to about 200 between times 20 and 35; the mesh used gave 147 and 201, and refining it moves these to 148 and 204. At v = 1.3 salt accumulated, and the field at distance 0.3 from the front fell from 0.126 to 0.057 between times 12 and 18; the diffusion term contributes about −0.10 to each value.

**How strongly a lag is felt**

In the steady moving frame the cation flux towards the deposit is also constant. Far ahead it is (μ_c E₀ + v)C₀, which equals J/F when v = μ_a E₀. In the gap, drift dominates diffusion if the voltage across it is large compared with kT/e. Then

(μ_c E + v)C_c = J/F

Because the field points along −ξ, Poisson's equation is −ε dE/dξ = F C_c, where ε is the permittivity. Substituting C_c gives

(μ_c E + v)dE/dξ = −J/ε

Integrate from a point ξ in the gap to its outer edge at ξ = w. The field at this edge exceeds E₀, because little salt is left there to carry the current. It is still small beside E_s if the gap is much wider than the transition to neutral solution. Using E₀ as the edge value then changes little near the deposit:

μ_c(E² − E₀²)/2 + v(E − E₀) = J(w − ξ)/ε

When μ_c E is much larger than v, the quadratic term dominates near the deposit, and

E_s ≈ √[2Jw/(εμ_c)]

The field then varies as the square root of distance from the outer edge. Its integral is

V ≈ (2/3)E_s w

so for a wide gap the voltage grows nearly as w^(3/2). During a slow lag the same relation holds with the current value of v, provided that ε ∂E/∂t is small beside J.

**A worked case**

The following round values lie in the rough regime of dilute silver nitrate in a thin cell: C₀ = 0.010 mol/L, J = 2.0 mA/cm², T = 298 K, D_c = 1.60×10⁻⁵ cm²/s and D_a = 1.90×10⁻⁵ cm²/s. Einstein's relation gives μ_c = 6.23×10⁻⁴ and μ_a = 7.40×10⁻⁴ cm²/Vs, so t_a = 0.543. With C₀ = 1.0×10⁻⁵ mol/cm³,

E₀ = 2.0×10⁻³/(96485 × 1.0×10⁻⁵ × 1.363×10⁻³) = 1.52 V/cm

v = 7.40×10⁻⁴ × 1.52 = 1.125×10⁻³ cm/s = 11.3 μm/s

This is about 40 mm/h. The salt diffusion coefficient is D = 1.74×10⁻⁵ cm²/s, so the depletion length is D/v = 154 μm and the Sand time is 10.8 s. If 10 % of the salt stayed between the branches, the speed would be 12.5 μm/s.

The metal content explains why the deposit must be sparse. For r = 0 no anions reach the deposit in the moving frame, so cations bring the whole current. The metal per unit swept volume is

J/(Fv) = C₀/t_a = 0.0184 mol/L

Solid silver has roughly 97 mol/L. The filled fraction is therefore 0.0184/97 = 1.9×10⁻⁴, which justifies neglecting the metal's volume. A compact film fed by the same current would advance at only 2.1 nm/s. It cannot follow the retreating anions, so its gap would keep widening at almost the full anion speed.

To size the voltage response, choose a gap of 1.00 μm; the model as used here does not predict this width. Solving the quadratic equation for E, with relative permittivity 78, gives a field of 0.0096 MV/cm at the deposit. Numerical integration gives a drop of 0.64 V. This neglects the transition to neutral solution, with a characteristic length of about 0.15 μm, which raises the drop across the gap to about 0.68 V when the gap edge is placed where the neutral profile extrapolates to zero. The field at the deposit then depends on the condition there: 0.0096 MV/cm if the deposit holds the cation concentration at zero, and 0.0098 MV/cm if cations enter it by drift alone. If the front runs 10 % too slowly for 1 s, the gap grows by 0.1 × 11.25 = 1.13 μm to 2.13 μm, and the drop becomes about 2.0 V. At constant current, a lag of about one micrometre thus triples the voltage across the gap.

**Constant cell voltage**

Under voltage control E₀ is not constant. Let L be the electrode separation, X the front position and V_b the voltage left for the uniform bulk. If V_b stays constant and the depleted and anode zones are thin, E₀ = V_b/(L − X). When this field changes little during the diffusion time D/v², a front that leaves no salt behind closely follows

dX/dt = μ_a V_b/(L − X)

Multiplying by L − X and integrating from X = 0 at t = 0 gives

L² − (L − X)² = 2μ_a V_b t

The front accelerates. Extrapolated to X = L, the crossing time is L²/(2μ_a V_b), half the estimate based on the initial speed. The last part of the crossing lies outside the model, because the front there meets the salt-enriched region near the anode. A widening gap takes voltage from the bulk and lowers E₀, so under voltage control the anions also slow down when the front lags.

**Where real cells depart from the model**

The values above are typical only in order of magnitude, and the computed speed is a model result. Interactions between ions lower mobility even in dilute solution. The Debye–Hückel–Onsager limiting law gives a reduction of about 6.5 % in μ_a here. At a given E₀ the speed falls by the same fraction; at a given J it changes only through t_a.

A net liquid flow can change the speed much more. Take a cell 50 μm thick, a viscosity of 0.9 mPa s and a rough wall potential of 50 mV. The electro-osmotic slip speed, ε × (wall potential) × E₀/viscosity, is then 5.8 μm/s, half the front speed. In a closed cell a return flow cancels it on average. In an open cell with negatively charged walls, a net flow of this size towards the cathode would reduce v to about 11.3 − 5.8 = 5.4 μm/s, the difference being taken before rounding. Buoyancy in the horizontal gap is weaker. With a density increase of roughly 0.14 kg per mole of salt, spread over D/v, the usual thin-layer shear flow has a peak speed of 0.10 μm/s in this 50 μm cell. It grows as the cube of the thickness, to 0.8 μm/s at 100 μm, and the formula would reach the front speed near 250 μm, where the layer is no longer thin beside D/v. Buoyancy cannot be neglected in such thicker cells.

Near the tips the electric force on the space charge can stir the liquid. Balancing it against viscosity gives a rough velocity scale εV²/(viscosity × w) of about 320 mm/s for the 1 μm gap. This is not a predicted velocity, but it shows that the one-dimensional gap may be strongly disturbed. The averaged anion balance survives such stirring if the flow dies out ahead, has no net part and leaves no extra salt behind.

The gap also contains few cations: their mean concentration in the example is about 7 μmol/L in the simplified estimate and about 5 μmol/L when the transition to neutral solution is included. Because the model does not predict the gap width and stirring may disturb the gap, its field and voltage are less certain than the front speed.

**What to do with the result**

To test the law in a cell, measure v against the field in the uniform solution, not against the cell voltage divided by the electrode distance. The latter includes the electrode reactions, the gap and the depleted zone. In a closed cell with a binary salt and constant r, the slope is μ_a/(1 − r). A speed above μ_a E₀ can indicate salt left behind; a speed below it can indicate ion drag, a net flow towards the cathode or a front that is not yet steady.

To slow an established front at fixed current density, raise C₀, since v = t_a J/(F C₀) at r = 0. To avoid exhausting the salt at the cathode, use a sufficiently short cell or low current. For a flat static cathode with no flow, the steady profile is linear with slope μ_a E₀C₀/D. Since dissolution at the anode conserves the total salt, the mean concentration stays C₀ and the cathode concentration is C₀ − μ_a E₀C₀L/(2D). It remains positive if

L < 2D/(μ_a E₀)

For the example this length is 2 × 154 μm, or about 0.31 mm. This condition prevents salt exhaustion at a flat cathode; it does not exclude roughness from other causes.

The law should not be carried over directly to metal filaments in solid resistive-switching layers. If the negative charge there is immobile, μ_a = 0 and neutrality keeps the mobile cations in place on average, so r = 1. The balance (1 − r)v = μ_a E₀ then reads 0 = 0 and gives no speed. Filament growth in such a layer must be found from its own ion supply, reaction and space charge. A large excess of inert salt also removes the basis of the simple formula, because the electrolyte is no longer binary and the reacting cation can be depleted without emptying the solution of anions.
